# Why the minimal model spaces oxygen's three lowest levels equally, part 2

A model diatomic molecule has two electrons in its degenerate antibonding \(\pi\) orbitals. The question is what disturbs the equal spacing of its three levels. With \(z\) along the molecular axis and \(\rho\) the distance from it, the real, normalized orbitals are

\[
X(\mathbf r)=x\,f(\rho,z),\qquad Y(\mathbf r)=y\,f(\rho,z).
\tag{1}
\]

The minimal model uses the same real \(f\) for all states, keeps the other electrons in inert closed shells and omits spin-orbit coupling. Its energies are

\[
E=E_0+\langle v\rangle,\qquad v=\frac{e^2}{4\pi\varepsilon_0 r_{12}},
\tag{2}
\]

where \(E_0\) is the closed-shell energy plus the one-electron energies of the outer pair. Repulsion integrals are written

\[
(pq|rs)=\iint p(1)q(1)\,v\,r(2)s(2)\,d^3r_1\,d^3r_2 ,
\tag{3}
\]

with \(J_{xx}=(XX|XX)\), \(J_{xy}=(XX|YY)\), \(K=(XY|XY)\). Turning the orbitals by 45°,

\[
X'=\frac{X+Y}{\sqrt2},\qquad Y'=\frac{Y-X}{\sqrt2},
\tag{11}
\]

leaves the integrals unchanged and gives

\[
K=\tfrac14\left(J_{xx}-2J_{xy}+J_{xx}\right)=\tfrac12(J_{xx}-J_{xy}).
\tag{13}
\]

The levels, with degeneracies 3, 2 and 1, are

\[
\begin{aligned}
E({}^3\Sigma_g^-)&=E_0+J_{xy}-K,\\
E({}^1\Delta_g)&=E_0+J_{xy}+K,\\
E({}^1\Sigma_g^+)&=E_0+J_{xy}+3K.
\end{aligned}
\tag{14}
\]

\(K\) is the self-repulsion of the density \(d=XY\), with Fourier transform \(\tilde d\):

\[
K=\frac{e^2}{\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\,\frac{|\tilde d(\mathbf k)|^2}{k^2}>0 .
\tag{21}
\]

The functions of position are \(T=(XY-YX)/\sqrt2\) for the triplet and \(S=(XX+YY)/\sqrt2\) for \({}^1\Sigma_g^+\), the first factor referring to electron 1. The normalized symmetric and antisymmetric combinations of \(\alpha\beta\) and \(\beta\alpha\) are \(\chi_t\) and \(\chi_s\). Orbital and spin angular momenta along the axis are \(l_z\) and \(s_z\), with two-electron sums \(L_z\) and \(S_z\). They satisfy \(L_zT=0\) and

\[
l_zX=i\hbar Y,\qquad l_zY=-i\hbar X .
\tag{15}
\]

In the example the bond length is 0.12 nm and \(f\propto e^{-\zeta r_a}-e^{-\zeta r_b}\), with \(r_a\), \(r_b\) the distances from atoms \(a\), \(b\) and \(\zeta=42\ \mathrm{nm}^{-1}\). This gives \(K=0.7309\) eV. The final table also lists a case in which the energies of \(X\) and \(Y\) are split by 1 eV; otherwise they are equal.

### The filled bonding pair

The antibonding orbitals, now called \(G_x=X\) and \(G_y=Y\), have bonding partners \(U_x=xf_u\) and \(U_y=yf_u\), which hold four electrons in the minimal model. The repulsion can lift electrons from \(U\) to \(G\). Under inversion \(U\) is odd and \(G\) is even, so a configuration has the parity \((-1)^{n_U}\), where \(n_U\) is the number of electrons in \(U\). The configuration \(U^3G^3\) is odd and cannot mix with \(U^4G^2\). The configuration \(U^2G^4\) is even and can.

\(U^2G^4\) has two electrons in a degenerate pair outside closed shells, so the derivation of (14) applies to it as well. Its levels are spaced by \(2K_u\), with \(K_u=(U_xU_y|U_xU_y)\). Let \(P\) be the energy of its triplet above the triplet of \(U^4G^2\), before mixing. Number the symmetries \({}^3\Sigma_g^-\), \({}^1\Delta_g\), \({}^1\Sigma_g^+\) by \(s=0,1,2\). The unmixed energies are

\[
A_s=2Ks,\qquad B_s=P+2K_us .
\tag{28}
\]

The couplings involve the integrals

\[
a=(U_xG_x|U_xG_x),\quad b=(U_xG_x|U_yG_y),\quad c=(U_xG_y|U_xG_y).
\tag{29}
\]

The products \(U_xG_y\) and \(U_yG_x\) are the same function \(xy\,f_uf\), so \((U_xG_y|U_yG_x)=c\) too. The 45° rotation that led to (13) turns \(U_xG_y\) into \(\tfrac12(U_yG_y-U_xG_x)\). Hence \(c=\tfrac14(a-2b+a)=\tfrac12(a-b)\), or

\[
a=b+2c .
\tag{30}
\]

For the triplet, take the component with both unpaired spins up. The configuration \(U^4G^2\) becomes \(U^2G^4\) when the spin-down electrons in \(U_x\) and \(U_y\) move to \(G_x\) and \(G_y\). Two determinants that differ in two spin orbitals are coupled by the direct minus the exchanged integral:

\[
w_0=(U_xG_x|U_yG_y)-(U_xG_y|U_yG_x)=b-c .
\tag{31}
\]

For the singlets, consider the determinants of \(U^4G^2\) with both outer electrons in \(G_x\) or both in \(G_y\), and those of \(U^2G^4\) with the remaining pair in \(U_x\) or in \(U_y\). To go from \(G_x^2\) to a remaining pair \(U_x^2\), the pair in \(U_y\) must move to \(G_y\). The two electrons have opposite spins, so there is no exchanged term, and the coupling is \((U_yG_y|U_yG_y)=a\). To go from \(G_x^2\) to \(U_y^2\), the pair in \(U_x\) moves to \(G_y\), with coupling \((U_xG_y|U_xG_y)=c\). Interchanging \(x\) and \(y\) gives the other two elements. Moving a whole pair introduces no sign. The sum and difference combinations therefore couple separately, with strengths \(a+c\) and \(a-c\). The sum is \({}^1\Sigma_g^+\) and the difference is one component of \({}^1\Delta_g\); the other component has the same coupling by symmetry. With (30),

\[
w_1=a-c=b+c,\qquad w_2=a+c=b+3c .
\tag{32}
\]

Each symmetry is now a problem of two levels \(A_s\) and \(B_s\) with coupling \(w_s\). Its lower root is

\[
E_s=\frac{A_s+B_s}{2}-\sqrt{\frac{(B_s-A_s)^2}{4}+w_s^2}.
\tag{33}
\]

When \(P\) is large compared with the couplings and with \(K\) and \(K_u\), the root can be expanded, and the shift of each level is \(-w_s^2/P\) to leading order. The differences of squares are

\[
w_1^2-w_0^2=(b+c)^2-(b-c)^2=4bc,
\tag{34}
\]
\[
w_2^2-w_1^2=(b+3c)^2-(b+c)^2=2c(2b+4c)=4bc+8c^2,
\tag{35}
\]

so the two gaps become

\[
\Delta_1\approx2K-\frac{4bc}{P},\qquad
\Delta_2\approx2K-\frac{4bc+8c^2}{P}.
\tag{36}
\]

The integral \(c\) is a self-repulsion and is positive by the argument of (21). In the example \(b\) is positive as well. Both gaps then shrink, and the upper one shrinks more. As \(P\) grows without limit, equal spacing returns. A filled shell that cannot be excited leaves the spacing untouched.

The meaning of \(b\) can be read from the density \(U_xG_x\). It is proportional to \((p_a+p_b)(p_a-p_b)=p_a^2-p_b^2\), where \(p_a\) and \(p_b\) are the atomic functions: positive on one atom and negative on the other. The mixing thus describes electrons that respond to each other by moving between the atoms. The density behind \(c\) also changes sign from quadrant to quadrant around the axis, and its self-repulsion is much smaller than \(b\): \(b=5.346\) eV and \(c=0.607\) eV.

### The shift in numbers

The couplings are

\[
w_0=4.739,\qquad w_1=5.954,\qquad w_2=7.169\ \mathrm{eV},
\tag{37}
\]

and \(K_u=0.6688\) eV. The promotion energy \(P\) is not computed here. It is set to the round value 20 eV, a rough size for lifting two electrons from bonding to antibonding orbitals. Equation (33) then gives, in eV,

\[
\begin{aligned}
E_0&=10.000-\sqrt{10.000^2+4.739^2}=-1.066,\\
E_1&=11.400-\sqrt{9.938^2+5.954^2}=-0.185,\\
E_2&=12.799-\sqrt{9.876^2+7.169^2}=0.596 .
\end{aligned}
\tag{38}
\]

In (38) \(E_0\) is the root for \(s=0\), not the constant of (2). The gaps are 0.88 and 0.78 eV. Diagonalizing the Hamiltonian over all even-parity determinants of six electrons in the four orbitals gives 0.8809 and 0.7813 eV, in agreement with the two-level formula.

The three levels are lowered by 1.07, 1.65 and 2.33 eV from their unmixed positions. These shifts are comparable with \(2K\) itself, but only their differences, 0.58 and 0.68 eV, are subtracted from the gaps. The leading-order result (36) would give 0.81 and 0.66 eV. It exaggerates the reduction, because \(w_s\) is not small compared with \(P\).

With \(P=30\) eV and all integrals held fixed, the gaps are 1.05 and 0.97 eV. The ratio of the height of \({}^1\Sigma_g^+\) to that of \({}^1\Delta_g\), both measured from the triplet, is 2 in the minimal model, 1.92 at \(P=30\) eV and 1.89 at \(P=20\) eV. The mixing changes the size of the gaps strongly and their equality weakly. By (36) the common reduction is \(4bc/P\), while the gaps differ by \(8c^2/P\), which is smaller by the factor \(2c/b=0.23\). This is the limit of large \(P\); for the gaps from (33) the factor is 0.17 at \(P=20\) eV and 0.20 at \(P=30\) eV.

### Spin-orbit coupling

For electrons in a \(\pi\) pair, take the coupling as \(H_{so}=(A/\hbar^2)(l_{z1}s_{z1}+l_{z2}s_{z2})\). It is convenient to write

\[
l_{z1}s_{z1}+l_{z2}s_{z2}=\tfrac12L_zS_z+\tfrac12(l_{z1}-l_{z2})(s_{z1}-s_{z2}).
\tag{39}
\]

The first term vanishes on the triplet because \(L_zT=0\). In the second, \(s_{z1}-s_{z2}\) gives zero when the spins are parallel, so the components \(M=\pm1\) are not shifted. For \(M=0\) it turns \(\chi_t\) into \(\hbar\chi_s\). From (15),

\[
(l_{z1}-l_{z2})(XY-YX)=i\hbar(YY+XX)+i\hbar(XX+YY),
\tag{40}
\]

so that \((l_{z1}-l_{z2})T=2i\hbar S\). Together with the factor \(\tfrac12\), the coupling between the \(M=0\) triplet and \({}^1\Sigma_g^+\) is \(iA\). These two levels are \(4K\) apart, and the lower root is \(2K-\sqrt{4K^2+A^2}\). The triplet is therefore split by

\[
\sqrt{4K^2+A^2}-2K\approx\frac{A^2}{4K}.
\tag{41}
\]

With the rough value \(A=0.02\) eV this is \(0.0004/2.92\) eV, or 0.14 meV. It is negligible beside the gaps. The magnetic interaction between the two spins also splits the triplet and is left out, and the denominator \(4K\) is nearly twice the real height of \({}^1\Sigma_g^+\) (with 1.6 eV the same formula gives 0.25 meV), so 0.14 meV is not an estimate of the full splitting.

### Thermal population at 1200 K

In thermal equilibrium the electronic levels are occupied in proportion to their degeneracies 3, 2 and 1 and their Boltzmann factors. If vibration and rotation are taken as equal in all three states, the fraction of molecules in \({}^1\Delta_g\) is

\[
n_\Delta=\frac{2e^{-\Delta_1/kT}}{3+2e^{-\Delta_1/kT}+e^{-(\Delta_1+\Delta_2)/kT}}
\approx\tfrac23e^{-\Delta_1/kT},
\tag{42}
\]

where the approximation holds for \(\Delta_1\gg kT\). At 1200 K, \(kT=0.1034\) eV. The minimal model gives \(\tfrac23e^{-1.462/0.1034}=5\times10^{-7}\). With the bonding pair included at \(P=20\) eV, the fraction is \(\tfrac23e^{-0.881/0.1034}=1.3\times10^{-4}\), larger by a factor of about 275. An error of some tenths of an electronvolt in the gap thus decides the order of magnitude of the population. These are equilibrium fractions. They do not say how fast either species oxidizes a surface, and they do not apply to a gas excited by a discharge or by light.

### The model beside the oxygen molecule

The bond length of 0.12 nm is close to that of oxygen, and the Slater functions have roughly the extent of oxygen's \(2p\) shell. In the real molecule \({}^1\Delta_g\) lies roughly 1 eV and \({}^1\Sigma_g^+\) roughly 1.6 eV above the ground state. The minimal model gives the order of the levels and their degeneracies correctly. Its heights of 1.46 and 2.92 eV are too large, by about one half and by about four fifths of the real values. Part of this is the shape of \(f\): self-consistent orbitals of the oxygen triplet at the same bond length give \(2K\approx1.29\) eV in place of 1.46 eV. The assumption that fails most clearly among those examined is the inert bonding pair: releasing it at \(P=20\) eV lowers the heights to 0.88 and 1.66 eV.

That these come close to the real values should not be given much weight, since \(P\) was chosen and not computed. The ratio of the heights is a better guide. It falls from 2 to 1.89, whereas the real ratio lies between 1.6 and 1.7, so most of the inequality of the real gaps is not explained by this mixing at the promotion energies considered. Correlation with the \(\sigma\) electrons and differences in orbital shape between the states are among the effects missing here. The first can act on one level alone: moving a \(\sigma\) pair into the antibonding \(\pi\) orbitals fills them and gives a closed-shell \({}^1\Sigma_g^+\) configuration, which lowers \({}^1\Sigma_g^+\) and leaves the triplet and \({}^1\Delta_g\) untouched, so the ratio falls. What accounts for the remainder is not settled by these numbers.

The remaining values of the example are listed in the numerical output below.

## Table of computed values

```
Bond length: 0.12 nm
Slater decay constant: 42 1/nm
Norm captured by Gaussian expansion: 1.000000
Jxx, antibonding orbitals: 17.6809 eV
Jxy, antibonding orbitals: 16.2191 eV
K, antibonding orbitals: 0.7309 eV
K by Fourier quadrature: 0.7309 eV
(Jxx - Jxy)/2: 0.7309 eV
Exchange integral of complex orbitals: 1.4618 eV
K of 2p functions on one atom: 1.2757 eV
Repulsion energy, triplet Sigma-: 15.4882 eV
Repulsion energy, singlet Delta: 16.9500 eV
Repulsion energy, singlet Sigma+: 18.4118 eV
Gap triplet to Delta: 1.4618 eV
Gap Delta to Sigma+: 1.4618 eV
triplet Sigma-: S^2 = 2.0 hbar^2, Lz^2 = 0.0 hbar^2, mean reflection = -1.0
singlet Delta: S^2 = 0.0 hbar^2, Lz^2 = 4.0 hbar^2, mean reflection = 0.0
singlet Sigma+: S^2 = 0.0 hbar^2, Lz^2 = 0.0 hbar^2, mean reflection = 1.0
Orbital splitting in example: 1.0 eV
Singlets above triplet with this splitting: 0.9541, 1.4618, 3.4313 eV
Splitting where singlet meets triplet: 2.0673 eV
K, bonding orbitals: 0.6688 eV
Pair integral b: 5.3464 eV
Pair integral c: 0.6074 eV
Couplings for triplet, Delta, Sigma+: 4.7390, 5.9538, 7.1687 eV
Promotion energy 20 eV: gaps 0.8809 and 0.7813 eV
  Sigma+ height over Delta height: 1.887
Promotion energy 30 eV: gaps 1.0498 and 0.9674 eV
  Sigma+ height over Delta height: 1.922
Spin-orbit parameter A: 0.02 eV
Triplet splitting by spin-orbit: 0.1368 meV
Temperature: 1200 K, kT = 0.1034 eV
Delta fraction, minimal model: 4.84e-07
Delta fraction, promotion energy 20 eV: 1.33e-04
```
